# Orbital Hessian and current correction for tau meta-GGA linear response

A linear-response code extended from GGA to a meta-GGA that depends on the kinetic energy density $\tau$ must decide what to store in $A-B$. It can keep the orbital-energy differences alone, as for a GGA, or add a kernel built from the paramagnetic current density. For real ground-state orbitals the choice leaves the ground state, $A+B$ and the length-form static polarizability untouched. It changes excitation energies and oscillator strengths. For the Be atom with r²SCAN the lowest ¹P energy is 5.13 eV without the current term and 4.87 eV with it, and the oscillator strengths sum to 4.188 instead of the electron number 4 when the term is left out.

## Conventions

Hartree atomic units are used. Spins are collinear and the ground-state spin orbitals $\phi_p$ are real. Indices $i,j,k$ are occupied and $a,b$ virtual; a pair $ia$ has one spin $\sigma$, a pair $jb$ has spin $\sigma'$, and $\bar\sigma$ is the spin opposite to $\sigma$. The functional has no exact exchange: $E_{xc}=\int e(w)$ with

$$w=(n_\uparrow,n_\downarrow,\gamma_{\uparrow\uparrow},\gamma_{\uparrow\downarrow},\gamma_{\downarrow\downarrow},\tau_\uparrow,\tau_\downarrow),\qquad \gamma_{\sigma\sigma'}=\nabla n_\sigma\cdot\nabla n_{\sigma'},$$

$$n_\sigma=\sum_i|\phi_i|^2,\quad \tau_\sigma=\tfrac12\sum_i|\nabla\phi_i|^2,\quad \mathbf j_\sigma=\mathrm{Im}\sum_i\phi_i^*\nabla\phi_i .$$

First derivatives of $e$ at the ground state are written $v$ and second derivatives $f$, for example $v_{\tau\sigma}=\partial e/\partial\tau_\sigma$. The energy is varied with respect to the orbitals (generalized Kohn–Sham).

## Second-order energy

Rotate the orbitals by $U=e^{K}$ with $K_{ai}=\kappa_{ai}=x_{ai}+iy_{ai}$, $K_{ia}=-\kappa_{ai}^*$ and no other blocks. Since $(K^2)_{ji}=\sum_aK_{ja}K_{ai}=-\sum_a\kappa_{aj}^*\kappa_{ai}$,

$$\phi_i'=\phi_i+\sum_a\kappa_{ai}\phi_a-\tfrac12\sum_{aj}\kappa_{aj}^*\kappa_{ai}\phi_j+O(\kappa^3).$$

The density matrix in the orbital basis is $D_{pq}=\sum_iU_{pi}U_{qi}^*$. Collecting orders gives $D^{(1)}_{ai}=\kappa_{ai}$, $D^{(1)}_{ia}=\kappa^*_{ai}$, $D^{(2)}_{ab}=\sum_i\kappa_{ai}\kappa^*_{bi}$ and $D^{(2)}_{jk}=-\sum_a\kappa^*_{aj}\kappa_{ak}$, the last being the sum of two equal halves from $U_{jk}$ and $U^*_{kj}$.

The fields $n=\sum D_{pq}\phi_p\phi_q$, $\tau=\tfrac12\sum D_{pq}\nabla\phi_p\cdot\nabla\phi_q$ and $\mathbf j=\mathrm{Im}\sum D_{pq}\phi_q\nabla\phi_p$ are linear in $D$. The first two multiply $D$ by a symmetric function of $pq$ and keep the real symmetric part of $D$; the current keeps the imaginary antisymmetric part. At first order

$$n_1=2\sum_{ia}x_{ai}\rho_{ia},\quad \tau_1=2\sum_{ia}x_{ai}\tau_{ia},\quad \mathbf j_1=\sum_{ia}y_{ai}\mathbf j_{ia},$$

$$\rho_{ia}=\phi_i\phi_a,\quad \tau_{ia}=\tfrac12\nabla\phi_i\cdot\nabla\phi_a,\quad \mathbf j_{ia}=\phi_i\nabla\phi_a-\phi_a\nabla\phi_i .$$

A Taylor expansion in $D$ gives $E=E_0+\mathrm{tr}\,F(D^{(1)}+D^{(2)})+Q[D^{(1)}]$, where $F=\partial E/\partial D$ and $Q$ collects the terms quadratic in $D^{(1)}$.

For the Fock matrix, $\partial n_\sigma/\partial D_{pq}=\phi_p\phi_q$, $\partial\gamma_{\sigma\sigma}/\partial D_{pq}=2\nabla n_\sigma\cdot\nabla(\phi_p\phi_q)$, $\partial\gamma_{\uparrow\downarrow}/\partial D_{pq}=\nabla n_{\bar\sigma}\cdot\nabla(\phi_p\phi_q)$ and $\partial\tau_\sigma/\partial D_{pq}=\tfrac12\nabla\phi_p\cdot\nabla\phi_q$, so

$$F^{xc}_{pq}=\int\Big[v_{n\sigma}\phi_p\phi_q+(2v_{\gamma\sigma\sigma}\nabla n_\sigma+v_{\gamma\uparrow\downarrow}\nabla n_{\bar\sigma})\cdot\nabla(\phi_p\phi_q)+\tfrac12v_{\tau\sigma}\nabla\phi_p\cdot\nabla\phi_q\Big].$$

Added to the kinetic energy, the last term gives $\tfrac12\int(1+v_{\tau\sigma})\nabla\phi_p\cdot\nabla\phi_q$, the operator $-\tfrac12\nabla\cdot(1+v_{\tau\sigma})\nabla$, which describes a position-dependent inverse mass $1+v_{\tau\sigma}$.

The linear term $2\sum F_{ai}x_{ai}$ vanishes at self-consistency. In $\mathrm{tr}\,FD^{(2)}$ the product $\kappa_{ai}\kappa_{bi}^*$ has real part $x_{ai}x_{bi}+y_{ai}y_{bi}$ and an imaginary part antisymmetric in $ab$, which the symmetric $F$ removes; the occupied block behaves in the same way. Hence

$$\mathrm{tr}\,FD^{(2)}=x^TN_0x+y^TN_0y,\qquad (N_0)_{ia,jb}=F_{ab}\delta_{ij}-F_{ij}\delta_{ab},$$

which is $(\varepsilon_a-\varepsilon_i)\delta_{ij}\delta_{ab}$ for canonical orbitals.

The term $Q$ has three sources. The Hartree energy gives $\tfrac12(n_1|n_1)=2\sum x_{ai}(ia|jb)x_{bj}$. The second derivatives of $e$ give $\tfrac12\int w_1^Tfw_1$ with $w_1=2\sum x_{ai}w_{ia}$, where the seven-vector $w_{ia}$ has four nonzero entries: $\rho_{ia}$ for $n_\sigma$, $2\nabla n_\sigma\cdot\nabla\rho_{ia}$ for $\gamma_{\sigma\sigma}$, $\nabla n_{\bar\sigma}\cdot\nabla\rho_{ia}$ for $\gamma_{\uparrow\downarrow}$ and $\tau_{ia}$ for $\tau_\sigma$. The third source arises because $\gamma$ is quadratic in $\nabla n$, so that its change contains $\nabla n_{1\sigma}\cdot\nabla n_{1\sigma'}$, multiplied by a first derivative. For equal spins $v_{\gamma\sigma\sigma}|\nabla n_{1\sigma}|^2$ contributes $4v_{\gamma\sigma\sigma}\nabla\rho_{ia}\cdot\nabla\rho_{jb}$ to the matrix. For opposite spins the same factor 4 is shared between the $\uparrow\downarrow$ and $\downarrow\uparrow$ blocks of a symmetric matrix, 2 each. All three sources involve $x$ alone, so

$$E_2=x^TMx+y^TNy,\qquad N=N_0,$$

$$M_{ia,jb}=(N_0)_{ia,jb}+2\Big[(ia|jb)+\int w_{ia}^Tfw_{jb}+c\int v_{\gamma\sigma\sigma'}\nabla\rho_{ia}\cdot\nabla\rho_{jb}\Big],$$

with $c=2$ for $\sigma=\sigma'$ and $c=1$ otherwise. Writing $E_2=\kappa^\dagger A\kappa+\mathrm{Re}\,\kappa^TB\kappa=x^T(A+B)x+y^T(A-B)y$ identifies $M=A+B$ and $N=A-B$.

The parts of $2\int w_{ia}^Tfw_{jb}$ that a GGA lacks follow by picking out the entries of $w_{ia}$ and $w_{jb}$:

$$M^{\tau\tau}=2\int\tau_{ia}f_{\tau_\sigma\tau_{\sigma'}}\tau_{jb},$$

$$M^{n\tau}=2\int\big[\rho_{ia}f_{n_\sigma\tau_{\sigma'}}\tau_{jb}+\tau_{ia}f_{n_{\sigma'}\tau_\sigma}\rho_{jb}\big],$$

$$M^{\gamma\tau}=2\int\big[g_{ia}^{\sigma'}\tau_{jb}+\tau_{ia}g_{jb}^{\sigma}\big],\qquad g_{ia}^{\sigma'}=(2f_{\gamma_{\sigma\sigma}\tau_{\sigma'}}\nabla n_\sigma+f_{\gamma_{\uparrow\downarrow}\tau_{\sigma'}}\nabla n_{\bar\sigma})\cdot\nabla\rho_{ia},$$

and $g_{jb}^\sigma$ has the roles of $\sigma$ and $\sigma'$ exchanged. No term of the $c$ type exists for $\tau$, because $\tau$ is linear in $D$; its second-order change is already inside $N_0$ through the $v_\tau$ part of $F$.

For the NH₂ radical (unrestricted r²SCAN, 6-31G) along a random normalized direction, $x^TMx=0.265650$ Eh agrees to six decimals with a finite difference of the energy of explicitly rotated orbitals. The $\tau\tau$, $n\tau$ and $\gamma\tau$ blocks contribute $-0.027271$, $-0.066788$ and $+0.129187$ Eh, each far above the precision of that agreement.

## Equations of motion

In the adiabatic approximation the energy at time $t$ is the same functional of the instantaneous orbitals, and the dynamics makes $\int L\,dt$ stationary with $L=i\sum_i\langle\phi_i'|\dot\phi_i'\rangle-E$. To second order the first term is $i\sum\kappa^*\dot\kappa$ plus a total derivative from the occupied block, and $i\kappa^*\dot\kappa=y\dot x-x\dot y+\tfrac i2\,d(x^2+y^2)/dt$. A local perturbation $\delta V$ adds $\int n_1\delta V=2x\cdot u$ with $u_{ia}=\int\rho_{ia}\delta V$. Dropping total derivatives,

$$L=y\cdot\dot x-x\cdot\dot y-x^TMx-y^TNy-2x\cdot u .$$

The Euler–Lagrange equation for $y$ is $-\dot x=\dot x-2Ny$ and that for $x$ is $\dot y=-\dot y-2Mx-2u$, so

$$\dot x=Ny,\qquad \dot y=-Mx-u,\qquad \ddot x=-NMx-Nu .$$

Assume $M$ and $N$ positive definite (a stable ground state). Then $NM=N^{1/2}\Omega N^{-1/2}$ with $\Omega=N^{1/2}MN^{1/2}$, whose orthonormal eigenvectors $Z_m$ have eigenvalues $\omega_m^2$.

An electric field $\mathcal E\cos\omega t$ along $z$ acting on charge $-1$ gives $\delta V=\mathcal Ez\cos\omega t$. The amplitudes are $u=\mathcal Ed$ with $d_{ia}=\int\rho_{ia}z$ and $x=-(NM-\omega^2)^{-1}Nd\,\mathcal E$. The induced dipole is $-2d\cdot x$, so

$$\alpha_L(\omega)=2d^T(NM-\omega^2)^{-1}Nd=\sum_m\frac{f_{L,m}}{\omega_m^2-\omega^2},\qquad f_{L,m}=2(d^TN^{1/2}Z_m)^2,$$

because $(NM-\omega^2)^{-1}N=N^{1/2}(\Omega-\omega^2)^{-1}N^{1/2}$. Completeness of the $Z_m$ gives $\sum f_L=2d^TNd$, and $\omega=0$ gives $\alpha_L(0)=2d^TM^{-1}d$, which does not contain $N$.

The velocity form replaces the rate of change of the position moment, $2d\cdot\dot x=2(Nd)\cdot y$, by the total current $\int j_{1z}=2P\cdot y$, with $P_{ia}=\tfrac12\int j_{ia,z}$. Since $d^TN^{1/2}Z=(Nd)^TN^{-1/2}Z$, this replacement defines $f_{V,m}=2(P^TN^{-1/2}Z_m)^2$. The two forms agree if $Nd=P$.

## What fails with plain $\tau$

A local phase change $\phi_i\to e^{i\Lambda}\phi_i$ sends $\nabla\phi_i\to e^{i\Lambda}(\nabla\phi_i+i\phi_i\nabla\Lambda)$. The density is unchanged. The current gains $\mathrm{Im}\sum i|\phi_i|^2\nabla\Lambda$. In the squared gradient the cross term is $2\,\mathrm{Re}(-i\phi_i^*\nabla\phi_i)\cdot\nabla\Lambda=2\,\mathrm{Im}(\phi_i^*\nabla\phi_i)\cdot\nabla\Lambda$. Therefore

$$\mathbf j\to\mathbf j+n\nabla\Lambda,\qquad \tau\to\tau+\mathbf j\cdot\nabla\Lambda+\tfrac12n|\nabla\Lambda|^2 .$$

The electron–electron interaction operator commutes with such a phase, and the kinetic energy of any state with given $n$ and $\mathbf j$, interacting or not, gains the same $\int(\mathbf j\cdot\nabla\Lambda+\tfrac12n|\nabla\Lambda|^2)$, so neither the interaction part nor the kinetic part of the exchange-correlation energy should change. Yet $E_{xc}[\tau]$ changes: by 0.066046 Eh for a current-carrying state of NH₂ under a finite nonuniform $\Lambda$.

To first order the phase is the imaginary rotation $y_{ai}=\Lambda_{ai}=\langle a|\Lambda|i\rangle$. Assume now a complete basis and $F_{ai}=0$, and read $F[\chi,\chi']$ as the bilinear form above. Expanding $\Lambda\phi_i$ gives $F[\phi_a,\Lambda\phi_i]=\sum_bF_{ab}\Lambda_{bi}$, and expanding $\Lambda\phi_a$ gives $F[\Lambda\phi_a,\phi_i]=\sum_j\Lambda_{aj}F_{ji}$, the other terms carrying $F_{ai}$. Their difference is $(N_0\Lambda)_{ia}$. The external, Hartree, $v_n$ and $v_\gamma$ parts depend on the product $\phi_a\Lambda\phi_i$, which is the same in both, and cancel. The gradient part leaves $\nabla\phi_a\cdot\nabla(\Lambda\phi_i)-\nabla(\Lambda\phi_a)\cdot\nabla\phi_i=\nabla\Lambda\cdot\mathbf j_{ia}$, so

$$(N_0\Lambda)_{ia}=\tfrac12\int(1+v_{\tau\sigma})\nabla\Lambda\cdot\mathbf j_{ia}.$$

One more identity is needed, the current of this rotation. By completeness $\chi_i=\sum_a\Lambda_{ai}\phi_a=\Lambda\phi_i-\sum_j\Lambda_{ji}\phi_j$, and $\mathbf j_1=\sum_i(\phi_i\nabla\chi_i-\chi_i\nabla\phi_i)$. The piece $\Lambda\phi_i$ gives $\phi_i^2\nabla\Lambda$. The occupied piece sums the symmetric $\Lambda_{ji}$ against the antisymmetric $\phi_i\nabla\phi_j-\phi_j\nabla\phi_i$ and vanishes. Thus $\sum_{ia}\Lambda_{ai}\mathbf j_{ia}=n_\sigma\nabla\Lambda$.

Three consequences follow in linear response. For any test function $\Lambda$, $\frac{d}{dt}\int\Lambda n_{1\sigma}=2\Lambda\cdot\dot x=2y\cdot N_0\Lambda=\int(1+v_{\tau\sigma})\nabla\Lambda\cdot\mathbf j_{1\sigma}$, and integration by parts gives

$$\dot n_{1\sigma}+\nabla\cdot[(1+v_{\tau\sigma})\mathbf j_{1\sigma}]=0,$$

so the conserved current is not $\mathbf j$. For $\Lambda=z$, $N_0d=\tilde P$ with $\tilde P_{ia}=\tfrac12\int(1+v_{\tau\sigma})j_{ia,z}$, so $f_L$ is reproduced by $\tilde P$ in place of $P$. The Thomas–Reiche–Kuhn sum for $N_e$ electrons becomes

$$\sum f_L=2d\cdot\tilde P=\sum_\sigma\int(1+v_{\tau\sigma})n_\sigma=N_e+\Delta,\qquad \Delta=\sum_\sigma\int v_{\tau\sigma}n_\sigma .$$

In the GGA limit $v_\tau=0$ all three defects vanish.

## The current term

Try $\tau-c'|\mathbf j|^2/n$. Under the phase, $|\mathbf j|^2/n$ gains $2\mathbf j\cdot\nabla\Lambda+n|\nabla\Lambda|^2$, which is twice the gain of $\tau$, so the combination changes by $(1-2c')$ times that gain and is invariant only for $c'=\tfrac12$. This is Dobson's kinetic energy density,

$$\hat\tau_\sigma=\tau_\sigma-\frac{|\mathbf j_\sigma|^2}{2n_\sigma}.$$

It respects the bound that the functional assumes for its argument. Since $\sum\phi_i^*\nabla\phi_i=\tfrac12\nabla n+i\mathbf j$, the Cauchy–Schwarz inequality gives $\tfrac14|\nabla n|^2+|\mathbf j|^2\le2n\tau$, that is $\hat\tau\ge\tau_W=|\nabla n|^2/8n$, with equality for a single orbital, real or complex. With $\hat\tau$ the NH₂ phase change alters $E_{xc}$ by zero to ten decimals.

Real orbitals have $\mathbf j_0=0$, so $\hat\tau-\tau=-|\mathbf j_1|^2/2n_0+O(\kappa^3)$. The zeroth and first orders of the energy, and hence $F$, are unchanged. The second order gains $-\sum_\sigma\int v_{\tau\sigma}|\mathbf j_{1\sigma}|^2/2n_\sigma$, which involves $y$ alone:

$$N=N_0+N_c,\qquad (N_c)_{ia,jb}=-\delta_{\sigma\sigma'}\int\frac{v_{\tau\sigma}}{2n_\sigma}\,\mathbf j_{ia}\cdot\mathbf j_{jb}.$$

The matrix $M$ is unchanged and no $xy$ term appears. For NH₂, $y^TN_0y=0.574384$ Eh and $y^TNy=0.555509$ Eh both match finite differences with complex orbitals to six decimals.

Applying $N_c$ to $\Lambda$ and using $\sum\Lambda_{bj}\mathbf j_{jb}=n_\sigma\nabla\Lambda$ gives $(N_c\Lambda)_{ia}=-\tfrac12\int v_{\tau\sigma}\nabla\Lambda\cdot\mathbf j_{ia}$, which removes the $v_\tau$ term:

$$(N\Lambda)_{ia}=\tfrac12\int\nabla\Lambda\cdot\mathbf j_{ia},\qquad \Lambda^TN\Lambda=\tfrac12\int n|\nabla\Lambda|^2 .$$

The steps of the previous section now give $\dot n_1+\nabla\cdot\mathbf j_1=0$, $Nd=P$, $f_L=f_V$ and $\sum f_L=N_e$.

If $v_{\tau\sigma}\ge0$ everywhere, $N_c$ is negative semidefinite. The $\omega_m^2$ are also the eigenvalues of $M^{1/2}NM^{1/2}$, so by the min–max principle no ordered excitation energy can then rise. Where $v_\tau$ changes sign, this argument gives no bound on the direction of the shift.

The correction is sufficient for these identities but not unique. The velocity field $\mathbf j/n$ changes by $\nabla\Lambda$, so its curl is invariant, and a term quadratic in this vorticity could be added to $N$ without acting on any vector $\Lambda_{ai}$.

## Velocity gauge and the harmonic trap

Describe the field by a uniform $A(t)$ along $z$, with $H=\tfrac12(\mathbf p+\mathbf A)^2+v$ and amplitude relation $\mathcal E=-\dot A$. The kinetic energy gains $A\int j_z+\tfrac12N_eA^2$, so $L$ gains $-2AP\cdot y$. The equations become $\dot x=Ny+AP$ and $\dot y=-Mx$, hence $\ddot x=-NMx-\mathcal EP$ and

$$\alpha_V(\omega)=2d^T(NM-\omega^2)^{-1}P .$$

This equals $\alpha_L$ when $Nd=P$. Unlike $\alpha_L(0)$, the static limit $\alpha_V(0)=2d^TM^{-1}N^{-1}P$ depends on $N$, so with plain $\tau$ the two gauges differ even at $\omega=0$. The variable $\hat\tau$ needs no explicit $A$: with $\tau_A=\tau+\mathbf j\cdot\mathbf A+\tfrac12nA^2$ and the physical current $\mathbf j+n\mathbf A$, expanding the square gives $\tau_A-|\mathbf j+n\mathbf A|^2/2n=\hat\tau$.

Agreement of the gauges alone does not single out $\hat\tau$. The Maximoff–Scuseria choice inserts $\tau_A$ into $e$. The energy then gains also $A\int v_\tau j_{1z}$, the source becomes $\tilde P=N_0d$, and $\alpha_V=\alpha_L$ with $N_0$. At $A=0$ this scheme is plain $\tau$, so it keeps the spectrum of $N_0M$ and the sum $N_e+\Delta$.

A harmonic trap $v=\tfrac12\omega_0^2r^2$ probes $M$ and $N$ together. Translating the orbitals by $s$ along $z$ gives $x_{ai}=-s\langle a|\partial_z|i\rangle=sP_{ia}$, by partial integration. Kinetic, Hartree and exchange-correlation energies are translation invariant, so this state is stationary in the shifted trap $v-\omega_0^2sz+O(s^2)$. The static equation $Mx+u=0$ with $u=-\omega_0^2sd$ gives $MP=\omega_0^2d$. With the current term, $NMP=\omega_0^2Nd=\omega_0^2P$, so $N^{-1/2}P=N^{1/2}d$ is an eigenvector of $\Omega$ and the whole dipole strength $N_e$ lies at $\omega_0$, as Kohn's theorem demands. With plain $\tau$, $N_0MP=\omega_0^2\tilde P$. Then $\sum f_L/\omega_m^2=2d^TM^{-1}d=2d\cdot P/\omega_0^2=N_e/\omega_0^2$ while $\sum f_L=N_e+\Delta$; if one mode holds nearly all the strength, $\omega\approx\omega_0\sqrt{1+\Delta/N_e}$.

For two electrons with $\omega_0=0.5$ Eh and r²SCAN, $\Delta=0.11135$ and the estimate is $0.5\sqrt{1.05568}=0.5137$ Eh. The computed mode lies at 0.51366 Eh, 2.7% above $\omega_0$, and holds 2.1106 of the predicted sum 2.1114. With the current term it lies at 0.50000 Eh with $f_L=1.9999$.

## Implementation notes and limits

Since $A=(M+N)/2$ and $B=(M-N)/2$, the current term enters $A$ as $+N_c/2$ and $B$ as $-N_c/2$, so it also changes a Tamm–Dancoff calculation. For a closed shell the singlet and triplet matrices are $M_{\uparrow\uparrow}\pm M_{\uparrow\downarrow}$. $N_c$ is diagonal in spin and common to both, the denominator is the spin density $n_\sigma$, and the singlet vectors $d$, $P$ carry a factor $\sqrt2$ from the normalized combination $(x,x)/\sqrt2$. With $N_c$ present $N$ is not diagonal, so $N^{1/2}$ cannot be formed from orbital energies. An iterative solver obtains $N_cy$ by building $\mathbf j_{1\sigma}$ on the grid from the antisymmetric part of the trial density and integrating $-v_{\tau\sigma}\mathbf j_{1\sigma}/2n_\sigma$ against $\mathbf j_{ia}$; no new functional derivative is needed.

The formulas for $M$, $N_0$ and $N_c$ hold in any basis and on any fixed grid. The identities for $N\Lambda$ and $MP$ use completeness and leave residues in a finite basis. If the reference state carries a current, $\hat\tau$ changes at first order by $-\mathbf j_0\cdot\mathbf j_1/n_0+|\mathbf j_0|^2n_1/2n_0^2$ beyond $\tau_1$; the ground state then changes, the orbitals are complex, and the separation into $x$ and $y$ blocks derived here does not apply. Functionals with exact exchange or with $\nabla^2n$ are not treated.

## Worked example: the Be atom

The calculation is restricted r²SCAN in an even-tempered basis with exponents $0.015\cdot2^k$ bohr⁻² (18 s, 15 p) on a (200,26) grid, with energy $-14.6486$ Eh. The results are those of this adiabatic, nonrelativistic, finite-basis model and are not reference values for Be. The trailing digits belong to this basis. A denser set (exponents $0.008\cdot1.75^k$, 23 s, 18 p) or a more diffuse one ($0.00375\cdot2^k$, 20 s, 17 p) moves the excitation energies by up to 0.0006 eV, the oscillator strengths by up to 0.003, the polarizabilities by up to 0.04 a.u. and the single exchange-correlation entries of the table below by up to 0.07 Eh, while their sum and $M$ move by less than 0.0002 Eh.

For the normalized singlet pair 2s→2p$_z$ the element of $M$ is assembled as follows, in Eh.

| part | value |
|---|---|
| $\varepsilon_{2p}-\varepsilon_{2s}$ | 0.145435 |
| Coulomb | 0.265551 |
| $n,\gamma$ kernel with $c$ term | 1.268493 |
| $\tau\tau$ | 1.399354 |
| $n\tau$ | 3.702288 |
| $\gamma\tau$ | −6.516717 |
| $M$ | 0.264403 |

The four exchange-correlation parts add to $1.268493+1.399354+3.702288-6.516717=-0.146582$ Eh, and $0.145435+0.265551-0.146582=0.264404$ Eh, which returns the total by construction, because the $n,\gamma$ entry was obtained as $M$ minus the other five parts; the independent test of $M$ is the finite-difference comparison for NH₂. The single blocks are up to about 44 times larger than their sum, so omitting one is not a small approximation here. One source of cancelling parts can be read from the form of the functional. r²SCAN depends on $\tau$ through $t=\tau-\tau_W$, and the term $\tfrac12e_{tt}t_1^2$ with $t_1=\tau_1-\gamma_1/8n+\gamma n_1/8n^2$ spreads over all four parts when squared. For one real orbital $\tau=\tau_W$ before and after a real rotation, so $t_1=0$ and the pieces cancel. Be has two occupied orbitals per spin, so this one-orbital argument does not by itself give the size of the cancellation in the table.

The imaginary block is $N=0.145435-0.012028=0.133407$ Eh. A one-pair estimate $\omega\approx\sqrt{MN}$ gives $\sqrt{0.264403\cdot0.145435}=0.1961$ Eh without and $\sqrt{0.264403\cdot0.133407}=0.1878$ Eh with the current term. The full matrices give 0.18849 Eh (5.129 eV) and 0.17908 Eh (4.873 eV). The shift is $-0.256$ eV, or 5.0% of the plain value; the one-pair estimate gives 4.2% of its own plain value.

The predicted sum for plain $\tau$ is $4+0.18813=4.1881$ and the computed one is 4.1882; with the current term it is 4.0001. For the ¹P state, plain $\tau$ gives $f_L=1.5246$ and $f_V=1.2790$, lower by 16% of $f_L$, while the velocity form with $\tilde P$ gives 1.5243. The current term gives $f_L=1.3618$ and $f_V=1.3616$.

The static polarizability from $M$ is 44.169 a.u., against 44.171 a.u. from a self-consistent calculation in a field of 0.001 a.u. At $\omega=0.1$ Eh plain $\tau$ gives 61.064 a.u. in the length gauge and 55.977 a.u. in the velocity gauge, 8.3% lower. With $\tau_A$ the velocity gauge gives 61.062 a.u., the plain length value. With $\hat\tau$ the two gauges give 63.602 and 63.601 a.u.

A nonuniform phase $\Lambda=ze^{-0.1r^2}$ checks the local form of the identity: $\Lambda^TN\Lambda=1.19912$ Eh against $\tfrac12\int n|\nabla\Lambda|^2=1.19908$ Eh, and $\Lambda^TN_0\Lambda=1.23018$ Eh against 1.23014 Eh with the weight $1+v_\tau$. The numerical check behind these values is printed below.

## Numbers as computed

```
NH2 UKS r2SCAN/6-31G, N(0,0,0) H(0,1.55,1.15) H(0,-1.45,1.25) bohr, grid (40,110)
NH2 energy = -55.816459 Eh
NH2 x.M.x formula = 0.265650 Eh
NH2 x.M.x finite diff = 0.265650 Eh
NH2   tau-tau part = -0.027271 Eh
NH2   n-tau part = -0.066788 Eh
NH2   gamma-tau part = 0.129187 Eh
NH2 y.N.y plain formula = 0.574384 Eh
NH2 y.N.y plain finite diff = 0.574384 Eh
NH2 y.N.y current formula = 0.555509 Eh
NH2 y.N.y current finite diff = 0.555509 Eh
NH2 gauge change of Exc, plain tau = 0.066046 Eh
NH2 gauge change of Exc, tauhat = 0.0000000000 Eh
Be RKS r2SCAN, exponents 0.015*2^k bohr^-2, 18 s and 15 p, grid (200,26)
Be energy = -14.648637 Eh
Be 2s-2p eps_2p - eps_2s = 0.145435 Eh
Be 2s-2p Coulomb part = 0.265551 Eh
Be 2s-2p n,gamma kernel part = 1.268493 Eh
Be 2s-2p tau-tau part = 1.399354 Eh
Be 2s-2p n-tau part = 3.702288 Eh
Be 2s-2p gamma-tau part = -6.516717 Eh
Be 2s-2p A+B element = 0.264403 Eh
Be 2s-2p current part of A-B = -0.012028 Eh
Be 2s-2p A-B element with current = 0.133407 Eh
Be int vt n = 0.18813 (dimensionless)
Be 1P omega plain = 0.18849 Eh = 5.1292 eV
Be 1P plain: f_L = 1.5246, f_V = 1.2790, f-sum = 4.1882 (dimensionless)
Be 1P omega current = 0.17908 Eh = 4.8730 eV
Be 1P current: f_L = 1.3618, f_V = 1.3616, f-sum = 4.0001 (dimensionless)
Be 1P plain f_V with (1+vt) current = 1.5243 (dimensionless)
Be 1P shift from current term = -0.2562 eV
Be alpha(0) from A+B = 44.169 a.u.
Be alpha(0) finite field 0.001 a.u. = 44.171 a.u.
Be alpha(0.1 Eh) plain length = 61.064 a.u.
Be alpha(0.1 Eh) plain velocity = 55.977 a.u.
Be alpha(0.1 Eh) plain, p+A inside tau = 61.062 a.u.
Be alpha(0.1 Eh) current length = 63.602 a.u.
Be alpha(0.1 Eh) current velocity = 63.601 a.u.
Be Lambda=z exp(-0.1r^2): y.N.y current = 1.19912, int n|grad L|^2/2 = 1.19908 Eh
Be Lambda=z exp(-0.1r^2): y.N.y plain = 1.23018, with (1+vt) = 1.23014 Eh
Trap: 2 electrons, exponents 0.05*1.7^k bohr^-2, 9 s and 9 p, grid (100,26)
Trap omega0 = 0.500 Eh
Trap energy = 2.00406 Eh
Trap int vt n = 0.11135 (dimensionless)
Trap dipole mode plain = 0.51366 Eh, f_L = 2.1106
Trap dipole mode current = 0.50000 Eh, f_L = 1.9999
```
